# Why semicore states push angular DFT+U occupations above one in LAPW

## Definitions and conventions

Consider one spin channel and one correlated shell with angular momentum \(l\), inside a muffin-tin sphere of radius \(R\). The occupied states \(\psi_i\) are orthonormal, with occupations \(0\le f_i\le 1\), and their density operator is \(\rho=\sum_i f_i|\psi_i\rangle\langle\psi_i|\). Write \(\psi_{i,lm}(r)\) for the radial function that multiplies \(Y_{lm}\) in \(\psi_i\). The angular occupation matrix is

\[
n^{\rm ang}_{mm'}=\sum_i f_i\int_0^R \psi_{i,lm}(r)\,\psi^*_{i,lm'}(r)\,r^2dr .
\]

The DFT+U correction is taken in its rotationally invariant, fully localized form, with one effective parameter \(U\):

\[
E_U=\frac U2{\rm Tr}(n-n^2),\qquad
\delta E_U=\frac U2{\rm Tr}(\delta n-2n\,\delta n)={\rm Tr}(v\,\delta n),\qquad
v=U\left(\tfrac12-n\right).
\]

This form assumes that each eigenvalue of \(n\) is the filling of one orbital, between 0 and 1. The angular count does not guarantee that.

## What the angular projector counts

Choose a complete orthonormal set of radial functions \(g_p(r)\) in the sphere. Inserting it into the radial integral gives, for a diagonal element,

\[
n^{\rm ang}_{mm}=\sum_p\langle g_pY_{lm}|\rho|g_pY_{lm}\rangle .
\]

Each term is at most 1, because \(\rho\) has eigenvalues between 0 and 1. The sum has no such bound. It counts all electrons of character \(lm\) in the sphere, whatever their radial shape.

A filled semicore shell of the same \(l\) has one radial shape and fills every \(m\) equally. If a fraction \(q\) of each semicore orbital lies in the sphere, then

\[
n^{\rm ang}=q\,\mathbf 1+\nu ,
\]

where \(\nu\) is the valence part. Since \(q\) is close to 1, any appreciable valence filling takes the occupation above 1.

In LAPW the radial function in the sphere is \(\psi_{lm}=\sum_j a_{j,m}u_j\). The \(u_j\) are \(u(E_v)\), its energy derivative \(\dot u(E_v)\), and the function \(u(E_{sc})\) brought in by the semicore local orbital (LO). The angular count is then \(\sum_i f_i\sum_{jk}a_{j,m}a^*_{k,m'}\langle u_k|u_j\rangle\), with state labels on the coefficients understood. The local orbital is a basis function, not an electron. It does harm by giving the basis a semicore eigenstate, which is then occupied and summed.

## A solvable cell

The model is a spherical cell of radius \(S=3\) bohr containing a sphere of radius \(R=2.5\) bohr. In atomic units the potential is

\[
V(r)=\frac ZR-\frac Zr\quad(r<R),\qquad V(r)=0\quad(R<r<S),\qquad Z=12 .
\]

With \(P=r\psi_{lm}\) and \(l=2\), the radial equation is

\[
-\tfrac12P''+\left(V+\frac{3}{r^2}\right)P=EP .
\]

Eight boundary conditions at the cell surface replace k points. They are \(SF'(S)=-\tan\theta\,F(S)\) with \(F=P/r\) and \(\theta=(j+\tfrac12)\pi/16\), \(j=0,\dots,7\). They run from a small slope (bonding) to a small value (antibonding) at the surface. Averages over them give equal weight to each, and an average of density operators bounded by 0 and 1 keeps those bounds.

Diagonalization in 32 polynomials, each multiplied by \(r^3\), gives a semicore level at \(-3.200\) hartree and a valence band from 0.034 to 0.320 hartree. On average, 0.9996 of a semicore orbital and 0.801 of a valence orbital lie in the sphere.

The role of the LO can be isolated with a radial LAPW basis. Outside the sphere it uses five functions \(rj_2(Kr)\) that obey the boundary condition. Inside, they join in value and slope to \(u\) and \(\dot u\) at \(E_v=0.3\) hartree. Three versions of this basis differ only in the LO:

- with an LO at \(E_{sc}=-3.2\) hartree, each boundary condition has one state below \(-1\) hartree;
- with no LO, it has none;
- with an LO at \(+3\) hartree, it has none.

In the last two cases the lowest state is the valence state, within \(1.2\times10^{-4}\) hartree of the polynomial result. In this model a high-energy LO of the correlated \(l\) therefore adds no semicore electron to the count.

## What the extra unit does to DFT+U

Insert \(n=q\mathbf 1+\nu\) into the energy. The two traces are

\[
{\rm Tr}\,n=(2l+1)q+{\rm Tr}\,\nu,\qquad
{\rm Tr}\,n^2=(2l+1)q^2+2q\,{\rm Tr}\,\nu+{\rm Tr}\,\nu^2 .
\]

Subtracting the correct energy \(E_U[\nu]\) leaves

\[
E_U[q\mathbf 1+\nu]-E_U[\nu]
=\frac U2(2l+1)q(1-q)-Uq\,{\rm Tr}\,\nu .
\]

At fixed \(q\) the first term is a constant. The second is linear in the valence filling, and it adds the potential \(-Uq\) to every orbital of the shell.

For one orbital and \(q=1\), the correct energy \(\frac U2\nu(1-\nu)\) vanishes at both integer fillings and penalizes fractions between them. The corrupted energy is \(-\frac U2\nu(1+\nu)\). It falls steadily from 0 to \(-U\) and so rewards filling. Both have curvature \(-U\), so the difference in potential between a full and an empty orbital survives. What is lost is the position of the shell relative to states of other character. In a solid this would favour charge transfer into the correlated shell. The spurious potential \(-Uq\) is the same for both spins if the semicore is filled in both with the same \(q\), so at fixed \(\nu\) it leaves the spin splitting of the potential unchanged.

The damage depends on the double counting. The around-mean-field form \(-\frac U2{\rm Tr}(n-\bar n\mathbf 1)^2\), with \(\bar n={\rm Tr}\,n/(2l+1)\), does not change when \(q\mathbf 1\) is added to \(n\), because \(\bar n\) rises by the same \(q\). The occupations still exceed 1, but this energy does not feel it.

## First cure: select the states by energy

If the semicore states are separated by a gap, the sum can be restricted to an energy window \(W\) that excludes them:

\[
n^{\rm win}_{mm'}=\sum_{i\in W}f_i\int_0^R\psi_{i,lm}\psi^*_{i,lm'}r^2dr=\nu_{mm'} .
\]

This removes the semicore term. It does not turn the angular projector into a projector on one orbital, so the bound is still not general. Suppose, artificially, that the next d band of the model is also filled and lies in the window. Its mean sphere weight is 0.566, and the count becomes \(0.801+0.566=1.367\). With only the valence band in the window, each boundary condition of the model contributes one state, whose weight in the sphere cannot exceed 1.

The potential needs the same care. If \(v\) acts through the angular projector on all states, it also moves the semicore. For \(v=-4\) eV the semicore level of the model shifts by \(-3.9985\) eV. The sum of occupied eigenvalues then contains \({\rm Tr}(v\,n^{\rm ang})\). A total energy that subtracts only \({\rm Tr}(v\,n^{\rm win})\) retains the error \(q\,{\rm Tr}\,v\).

## Second cure: select one radial function

Take a radial function \(\phi(r)\), normalized in the sphere and zero outside, and define

\[
n^{\rm rad}_{mm'}=\sum_i f_i\,\langle\phi|\psi_{i,lm}\rangle\langle\psi_{i,lm'}|\phi\rangle .
\]

For any unit vector \(c\), let \(g=\phi\sum_mc_mY_{lm}\), which is normalized. Then

\[
c^\dagger n^{\rm rad}c=\langle g|\rho|g\rangle,\qquad 0\le\langle g|\rho|g\rangle\le1 .
\]

All eigenvalues therefore lie between 0 and 1, with or without semicore states in the sum. With the semicore, valence and next d bands of the model all filled, the radial count is 0.949.

Here \(\phi\) is the normalized \(u(E_v)\). The projection must include all overlaps, \(\langle\phi|\psi_{lm}\rangle=\sum_ja_{j,m}\langle\phi|u_j\rangle\). With \(\dot u\) orthogonal to \(u\), this is \(a_u+a_{sc}\langle u|u(E_{sc})\rangle\), where \(a_u\) includes the part of \(u\) contained in the LO.

The bound alone does not show that the semicore is excluded. That depends on its overlap with \(\phi\). Let \(P_1\) and \(P_2\) solve the radial equation at energies \(E_1\) and \(E_2\). Multiply the first equation by \(P_2\) and the second by \(P_1\), then subtract. The potential cancels:

\[
-\tfrac12(P_1''P_2-P_1P_2'')=(E_1-E_2)P_1P_2 .
\]

The left side is the derivative of \(\frac12(P_1P_2'-P_1'P_2)\), which vanishes at the origin. Integration gives

\[
(E_1-E_2)\int_0^RP_1P_2\,dr=\tfrac12\left[P_1P_2'-P_1'P_2\right]_{r=R}.
\]

The overlap is small if the semicore function has nearly died out at \(R\) and the energies are well separated. For the model, numerical integration of the radial equation gives \(P_{sc}=0.03829\), \(P_{sc}'=-0.10721\), \(P_\phi=-0.57392\) and \(P_\phi'=0.65045\) at \(R\), in atomic units. Hence

\[
\langle u(E_{sc})|\phi\rangle=
\frac{\frac12[(0.03829)(0.65045)-(-0.10721)(-0.57392)]}{-3.2-0.3}
=\frac{-0.01831}{-3.5}=0.0052 .
\]

Its square is \(2.7\times10^{-5}\). The semicore eigenstate of the cell has a mean weight of \(1.8\times10^{-5}\) on \(\phi\). The two numbers differ because the eigenstate must also fit the potential and boundary condition outside \(R\), so its energy, value and slope at \(R\) are not quite those of \(u(E_{sc})\). The leak is negligible here. It depends on \(E_v\) through the value and slope of \(\phi\) at \(R\): with \(E_v\) at the band centre, 0.13 hartree, it is about \(9\times10^{-5}\). It grows when the semicore is shallower or the sphere smaller.

The choice of \(\phi\) matters. If \(\phi\) were \(u(E_{sc})\), the same near-orthogonality would make the count close to 1 for any valence filling, and the valence electrons would be missed. With \(\phi=u(E_v)\), the valence weight falls from 0.801 to 0.793, about 1% of its value. This is the part whose radial shape differs from \(\phi\). The value of \(U\) belongs to the chosen projector and need not carry over unchanged to another.

The radial potential is \(\sum_{mm'}|\phi Y_{lm}\rangle v_{mm'}\langle\phi Y_{lm'}|\). For fixed \(\phi\) it is the derivative of \(E_U[n^{\rm rad}]\) with respect to \(\rho\), so count and potential match. With \(v=-4\) eV it moves the semicore by only about \(-8\times10^{-5}\) eV.

## Reading the numbers

At half filling, the states of the four lowest valence energies are occupied. The occupations per orbital are:

| Valence band | Angular | Window | Radial |
|---|---:|---:|---:|
| empty | 1.000 | 0.000 | 0.000 |
| half | 1.375 | 0.375 | 0.369 |
| full | 1.801 | 0.801 | 0.793 |

The half-filled window count is below half of 0.801 because the occupied, lower states have more of their weight outside the sphere. Even the full band counts less than 1, since the matrix sees only the sphere.

Take \(U=4\) eV. For an empty orbital the angular count gives \(v=4(0.5-1.000)=-2.0\) eV, the potential meant for a full orbital. The window count gives \(+2.0\) eV. At half filling the two potentials are \(4(0.5-1.375)=-3.5\) eV and \(4(0.5-0.375)=0.5\) eV.

Adding each potential once to the Hamiltonian, without self-consistency, and diagonalizing again gives the shift of the valence-band centre in eV. The angular and window counts both act through the angular projector, and the radial count acts through \(\phi\).

| Valence band | Angular | Window | Radial |
|---|---:|---:|---:|
| empty | −1.61 | 1.59 | 1.57 |
| half | −2.83 | 0.40 | 0.41 |
| full | −4.22 | −0.97 | −0.93 |

At half filling the spurious shift is \(-2.83-0.40=-3.23\) eV. To first order, the potential error \(-Uq\) acts on the part of the valence orbital inside the sphere, which gives \(-4(0.9996)(0.801)=-3.20\) eV. Taken from the unrounded shifts, the splitting between empty and full orbitals is 2.62 eV with the angular count, 2.56 eV with the window and 2.51 eV with the radial projector. A nearly correct splitting is therefore no evidence that the occupation matrix is sound.

The effect needs a filled shell of the same \(l\) below the correlated one, treated among the band states rather than as core. A 3d or 4f shell is the lowest of its \(l\) and has no such partner. The model leaves out crystal-field splitting, relativity and self-consistency. In a self-consistent calculation the charge would respond to the misplaced shell, so the size of the final error cannot be read from these one-shot shifts.
